Virtual crack closure on a bimaterial interface: total release and mode split

**What scaling allows**

Seen closely, the tip of a straight crack between two elastic half-planes contains no length. Its singular field can therefore be sought as a power of the distance r. For unlike materials that power is in general complex, as derived below. On the interface ahead of the tip

σ_yy + iσ_xy = K r^(−1/2+iε)/√(2π),

with complex amplitude K and a real number ε set by the elastic constants. Shrink the picture by a factor λ, so that the stress now found at r is the one that stood at λr, and multiply the stresses by √λ. The same law results, with K replaced by Kλ^(iε). The energy release rate G scales as stress² × length, so the operation leaves it unchanged. Hence G(Kλ^(iε)) = G(K) for every λ, and for ε ≠ 0 G depends on |K| alone.

The work of closing a finite segment h can also be divided into an opening part G_I and a shear part G_II. This division may depend on K and h only through K h^(iε), which turns in the complex plane as h changes. Traction and opening, written as complex numbers, are both proportional to K, as shown below, and the difference is the real part of their product without a conjugate. It therefore contains K h^(iε) squared and has the form

G_I − G_II = G·|C| cos(2ε ln h + constant).

The total can have a limit as h → 0. For ε ≠ 0 the split cannot.

**The naive scheme and its failure**

Let the crack lie on y = 0, to the left of its tip, with material 1 above and material 2 below. Both are isotropic and linear elastic, in plane strain, and the crack faces are open and free of traction. In a finite-element mesh let F = F_y + iF_x be the force per unit thickness holding the two sides together at the tip node, positive in y for tension. Let δ = δ_y + iδ_x be the displacement of the upper face minus that of the lower, one element length h behind the tip. Virtual crack closure sets

G_I = F_yδ_y/2h,  G_II = F_xδ_x/2h.

The naive procedure refines the mesh until both numbers settle. For a 100 µm edge crack in the example below, with the whole mesh refined, it gives:

h = 20 µm: total 1.752 J/m², shear share G_II/G = 0.411
h = 10 µm: total 1.756 J/m², share 0.367
h = 5 µm: total 1.759 J/m², share 0.323
h = 2.5 µm: total 1.760 J/m², share 0.280

The total settles, while the share falls by about 0.044 at each halving. To repair the scheme one must know why the total is sound and how the share moves.

**Why one solution gives the total**

Release the tip node and let its final opening be δ'. To find the energy drop, hold the released node with the forces (1−λ)F and let λ grow from 0 to 1. The system is linear, so the opening is λδ'. The work taken out is

∫₀¹ (1−λ) F·δ' dλ = ½F·δ',  F·δ' = Re(F δ'*),

where * denotes the complex conjugate. This is the drop in the mesh's potential energy. At h = 2.5 µm both sides equal 4.4058 J/m² µm; divided by h this is 1.762 J/m².

Finding δ' needs a second solution. With equal elements around the tip, however, the released state near the new tip is the old near-tip state moved by one element, apart from the change of K over h. That change is of relative order h/a for crack length a. So δ' may be replaced by the present opening one element behind the tip, which gives G_I + G_II.

The mesh energy itself has an error. Near the tip it is of order h|K|²/E, with E a typical modulus. It is nearly the same before and after the step, so its difference divided by h is again of order h. The smooth error of the remaining mesh vanishes as that mesh is refined. The total therefore converges to G.

An independent value follows from the potential energy Π, through [Π(a−h) − Π(a+h)]/2h. This gives 1.75835 J/m² at h = 5 µm and 1.75963 J/m² at 2.5 µm. Removing a first-order error gives 2 × 1.75963 − 1.75835 = 1.76091 J/m². The closure totals extrapolated the same way give 1.76082 J/m², so this reference is good to about 10⁻⁴ J/m², or 0.01 in the percentages that follow. Relative to this, the closure totals err by −0.50, −0.27, −0.14 and −0.07 %, halving with h as expected.

**The exponent**

Write z = x+iy, and let a bar denote a conjugate. Plane fields follow from two analytic functions φ and χ:

σ_xx + σ_yy = 2(φ' + φ̄')
σ_yy − σ_xx + 2iσ_xy = 2(z̄φ'' + χ')
2μ(u_x + iu_y) = κφ − zφ̄' − χ̄,  κ = 3 − 4ν.

Here μ is the shear modulus and ν the Poisson ratio. Equilibrium reads ∂/∂z̄ of the second left side = ∂/∂z of the first, and both are 2φ''. Differentiating the displacement by z̄ gives Hooke's law for the shear components. The real part of its z derivative gives 2μ(ε_xx+ε_yy) = (κ−1)(σ_xx+σ_yy)/2, which is plane strain for κ−1 = 2−4ν. A uniform thermal strain adds only bounded terms at the tip and does not alter the singular field.

Half the sum of the first two lines, conjugated, is σ_yy − iσ_xy. On y = 0, with Φ = φ' and Ω = φ̄' + zφ̄'' + χ̄',

σ_yy − iσ_xy = Φ + Ω,  2μ d(u_x+iu_y)/dx = κΦ − Ω.

On this line z̄ = z, so Ω continues analytically into the opposite half-plane. Tractions match along the whole line:

Φ₁ − Ω₂ = Φ₂ − Ω₁.

The left side is analytic above and the right side below. Together they form one function without a cut. It decays at infinity and is less singular than a pole at the tip, so it is zero. Hence Ω₂ = Φ₁ and Ω₁ = Φ₂. The traction is Φ₁+Φ₂, and the gradient of the displacement jump is

½(aΦ₁ − bΦ₂),  a = κ₁/μ₁ + 1/μ₂,  b = κ₂/μ₂ + 1/μ₁

(from here a is this constant). Bonding ahead requires aΦ₁ = bΦ₂. So H, equal to aΦ₁ above and bΦ₂ below, is analytic off the crack. Free faces require H⁺/a + H⁻/b = 0. For H = c z^s the ratio H⁺/H⁻ is e^(2πis), which must equal −a/b. The most singular solution of finite energy is

s = −1/2 − iε,  ε = ln(a/b)/2π.

Ahead of the tip the traction is c(1/a+1/b)r^s. Comparing its conjugate with the definition of K gives c = K̄ab/[√(2π)(a+b)].

Behind, on the lower face, z = re^(−iπ) and H⁻ = c r^s i e^(−πε). The jump gradient is ½(H⁺−H⁻) = −½(1+a/b)H⁻. Since d/dx = −d/dr,

d(δ_x+iδ_y)/dr = (i/2) a e^(−πε) K̄ r^(−1/2−iε)/√(2π).

Here a e^(−πε) = √(ab). Integrate over r, conjugate, and multiply by i:

δ_y + iδ_x = √(ab) K r^(1/2+iε)/[√(2π)(1+2iε)].

Next, a+b = √(ab)(e^(πε)+e^(−πε)) = 2√(ab) cosh πε. Also (κ+1)/μ = 8(1−ν²)/E = 8/E', with E now Young's modulus. With 2/E* = 1/E₁' + 1/E₂' this gives a+b = 16/E*, so

√(ab) = 8/(E* cosh πε).

**The two closure integrals**

Close a segment of length h. The traction at r acts on the opening at distance h−r behind the advanced tip. The total takes the real part of stress times conjugate opening, and its integral is

∫₀^h r^(−1/2+iε)(h−r)^(1/2−iε) dr = h Γ(1/2+iε)Γ(3/2−iε) = h(1/2−iε)π/cosh πε.

The opening contributes 1/(1−2iε), which cancels the complex factor. With the prefactor 8|K|²/(2πE* cosh πε) and the division by 2h,

G = |K|²/(E* cosh² πε).

The length h has dropped out. Without the conjugate, the real part is opening work minus shear work:

∫₀^h r^(−1/2+iε)(h−r)^(1/2+iε) dr = h^(1+2iε) Γ(1/2+iε)Γ(3/2+iε)/Γ(2+2iε).

Use Γ(3/2+iε) = ½(1+2iε)Γ(1/2+iε), and define ψ by KL^(iε) = |K|e^(iψ) for a chosen length L. Then

Q = G C e^(2iψ)(h/L)^(2iε),  G_I − G_II = Re Q,
C = cosh(πε) Γ(1/2+iε)²/[π Γ(2+2iε)].

For ε = 0, C = 1 and the share is sin²ψ, free of h. For ε ≠ 0 it repeats when ln h changes by π/ε. In the example that is a factor of about 4×10¹⁹ in h, so over any usable range one sees a slow drift instead of an oscillation.

**The repaired scheme**

Keep the total and replace the share by a phase at a stated length. The mesh counterpart of Q is Fδ/2h, without conjugation, so

ψ(L) = ½[arg(Fδ) − arg C] − ε ln(h/L).

The last term removes the rotation. A change of reference length is ψ(L') = ψ(L) + ε ln(L'/L).

Nodal forces lump the tractions, so C need not be the exact constant for a mesh. For equal elastic constants, on a mesh symmetric about the interface, the two modes separate and the translation argument gives each correctly. The remaining phase error should thus vanish with the elastic contrast, as ε does. Since the tip has no length of its own, the error should not grow as h shrinks.

In practice:

1. Use several equal elements on each side of the tip, grade the mesh gently beyond them, and put double nodes on the crack. One equal pair followed by fast grading does not satisfy the translation argument. The graded long-crack meshes below have twelve equal elements on each side, followed by growth of 13 % per element.
2. Find F from the upper elements alone. Their stiffness times displacement, minus thermal load, is the force of the lower body on the upper; F is its negative.
3. Check that δ_y > 0 along the crack. Otherwise the faces overlap and a contact calculation is needed.
4. Report G and ψ together with L.

**A moulded wafer**

Take 150 µm of moulding compound (E = 20 GPa, ν = 0.30, expansion 10 ppm/K) on 775 µm of silicon (169 GPa, 0.22, 3 ppm/K), cooled from 150 to 25 °C. Strain is measured from the free contraction of silicon. The mismatch is −7×10⁻⁶ × 125 = −8.75×10⁻⁴, and plane strain raises the in-plane free strain to g = 1.30 × (−8.75×10⁻⁴) = −1.1375×10⁻³.

For a long crack the released layers are free of stress in the plane, so G is the elastic energy per area of the bonded laminate that release can remove. Let the film carry a force P per width and the silicon −P, with common curvature k. Write A = E't and D = E't³/12 for thickness t, and d = 462.5 µm for the distance between mid-planes. Moment balance gives k = Pd/(D₁+D₂), and matching strains gives −g = P(1/A₁+1/A₂) + kd. Hence −g = PS and

S = 1/A₁ + 1/A₂ + d²/(D₁+D₂),  G = ½P²S = g²/2S.

In units of 10⁻⁷ m/N the three terms are 3.033, 0.073 and 0.310, so G = 1.294×10⁻⁶/(2 × 3.416×10⁻⁷) = 1.894 J/m². For very thick silicon the first term alone survives, and G would be 2.13 J/m².

For a 2500 µm crack on a mesh uniform along x, the closure total agrees with this laminate energy to 2 parts in 10⁷ at both h = 50 and 25 µm. In the steady state each release turns one column of bonded laminate into separated layers, and the elements used contain the bending modes that represent both. Coarseness at the tip therefore does not spoil the total, yet the shares are 0.464 and 0.424.

The elastic constants give ε = 0.0694 and E* = 39.1 GPa, hence |K| = cosh(πε)√(GE*) = 0.279 MPa√m. On a mesh graded towards the tip, with h = 0.01 µm, the opening 0.506 µm behind the tip is 15.64 nm, against 15.65 nm from the near-tip formula. Its phase gives ψ = 46.2° at L = 10 µm. With arg C = −18.9° and |C| = 1.006, the predicted share at h = 10 µm is

½[1 − 1.006 cos(92.3° − 18.9°)] = 0.356.

Graded meshes of the same design give:

h = 10 µm: share 0.366, formula 0.356, corrected ψ 46.8°
h = 1 µm: 0.225, 0.212, 47.0°
h = 0.1 µm: 0.108, 0.097, 47.0°
h = 0.01 µm: 0.030, 0.023, 47.0°

Over these three decades the uncorrected half-phase turns by ε ln 1000, about 27°, while the corrected phase stays within 0.3°. Between 1 and 0.01 µm the phase of Fδ turns by 0.1390 rad per unit of ln h, against 2ε = 0.1389. The offset of 0.6 to 0.9° from the opening phase accounts for most of the small excess in the shares. It is small beside the 27° removed; that lumping causes it is a conjecture.

The totals lie within 0.1 % of the laminate value. Their error grows slightly, from −0.01 to −0.09 %, as h falls. The grading ratio was held fixed here, so this series does not refine the whole mesh.

As a control, the silicon was given the film's elastic constants, with geometry and mismatch strain unchanged. Then ε = 0, and the shares at h = 1 and 0.1 µm are 0.671 and 0.671.

**Where the description ends**

The near-tip opening vanishes when its phase reaches −90°, that is at

ln(r/L) = −[π/2 + ψ − arctan(2ε)]/ε.

Here this gives r ≈ 10⁻¹³ µm, far below atomic size, so the predicted contact has no practical effect. Reversing the mismatch strain reverses every displacement. The faces would then overlap, and neither the formulas nor the scheme would apply.

The properties used are rough typical values for wafer-level moulding. With a rough yield stress of 100 MPa, the estimate (|K|/yield stress)²/2π gives a yielded zone of 1.2 µm. The formula is meant for pure opening and this tip also carries much shear, so only the order of magnitude, one to a few micrometres, should be trusted. Filler particles are roughly 25 µm across, so the smaller elements test the mathematics and do not describe a real compound. Even L = 10 µm is a bookkeeping length here. Silicon is cubic and is treated here as isotropic. Taking E = 130 GPa at the same ν changes G by −3 %. The cubic constants (C₁₁ = 165.7, C₁₂ = 63.9, C₄₄ = 79.6 GPa) on a (001) wafer change it by −2.8 % for growth along [100] and −0.5 % along [110], with ε = 0.068 and 0.069. Letting the wafer strain and bend along the crack front changes G by −1.5 %. The last figure assumes a bow small beside the thickness, as in a piece about 20 mm across. For a whole 300 mm wafer the same linear theory predicts a bow of about 2 mm, which is beyond its range. A softer warm compound of 15 GPa gives −23 %. The stress-free state matters most: an added cure shrinkage of 5×10⁻⁴ multiplies G by (1+5/8.75)² = 2.47, and moisture swelling of 3×10⁻⁴ multiplies it by (1−3/8.75)² = 0.43. For such a package, knowledge of the strain history limits G far more than the closure error does. The full values are in the numerical output.

Computed values

```
film: E 20 GPa, nu 0.30, 150 um, expansion 10 ppm/K
silicon: E 169 GPa, nu 0.22, 775 um, expansion 3 ppm/K
cooling 150 to 25 C, mismatch strain -8.750e-04
oscillation index eps 0.06943, E* 39.115 GPa
C: modulus 1.00623, phase -18.889 deg
closure quadrature, span 3 um, psi 0.7 rad: shear share 0.188503, law 0.188503
steady G from laminate energy 1.89377 J/m2
node release, h 2.5 um: energy drop 4.405832, half force x opening 4.405832 J/m2 um
short crack 100 um: G from energy derivative, h 5 and 2.5 um: 1.75835 1.75963 J/m2
  extrapolated to h = 0: 1.76091 J/m2
  h 20.0 um: VCC total 1.75203 J/m2, error -0.504 %, shear share 0.4105
  h 10.0 um: VCC total 1.75624 J/m2, error -0.265 %, shear share 0.3666
  h  5.0 um: VCC total 1.75853 J/m2, error -0.135 %, shear share 0.3227
  h  2.5 um: VCC total 1.75967 J/m2, error -0.070 %, shear share 0.2795
  VCC total extrapolated to h = 0: 1.76082 J/m2
long crack (2500 um), mesh uniform along x:
  h 50 um: VCC total 1.89377 J/m2, relative error -1.8e-07, shear share 0.4643
  h 25 um: VCC total 1.89377 J/m2, relative error -1.9e-07, shear share 0.4235
|K| from steady G 0.2787 MPa sqrt(m)
opening at r 0.506 um: 15.637 nm, near-tip law 15.653 nm
phase psi at L = 10 um from opening: 46.15 deg
long crack, graded mesh (h; total; error; shear share; law; psi at L):
  10.00 um; 1.8936 J/m2; -0.01 %; 0.3658; 0.3564; 46.75 deg
   1.00 um; 1.8928 J/m2; -0.05 %; 0.2249; 0.2121; 47.01 deg
   0.10 um; 1.8924 J/m2; -0.07 %; 0.1079; 0.0970; 47.04 deg
   0.01 um; 1.8920 J/m2; -0.09 %; 0.0303; 0.0228; 46.99 deg
rotation per unit ln h: measured 0.13900, 2 eps 0.13885 rad
control, equal elasticity: shear share at h 1 and 0.1 um: 0.6711 0.6714
predicted contact zone: 10^-13.0 um
yield zone at 100 MPa: 1.24 um; rough filler size 25 um
G change, silicon E 130 GPa (other direction): -3.25 %
G change, wafer free to strain and bend along the front: -1.45 %
G change, film E 15 GPa (warm compound): -22.8 %
G change, cure shrinkage 5e-04: +146.9 %
G change, moisture swelling 3e-04: -56.8 %
```
